# In-Plane Mobility of Silicon with Electrons in Twofold Valleys

## Problem

The conduction band of silicon has six equivalent minima (valleys), two along each cube axis. Near each minimum the energy is quadratic in the wave vector, with mass $m_l=0.98\,m_0$ along the valley's own axis and $m_t=0.19\,m_0$ in the two directions across it, where $m_0$ is the free-electron mass. A film has its normal along the cube axis $z$. The two valleys on the $z$ axis are called twofold, and the four on the $x$ and $y$ axes fourfold.

Assume that the scattering time $\tau$ is isotropic, equal in all valleys and unchanged by strain, and that strain does not change the masses.

(a) Find the mobility of electrons in one valley for a field along a principal axis, and the conductivity mass of unstrained silicon.

(b) Show that moving all electrons into the twofold valleys multiplies the in-plane mobility by 1.37. What happens to the mobility along the normal?

(c) Show that the factor is unaffected if $\tau$ depends on kinetic energy, for nondegenerate electrons at fixed temperature.

(d) The fourfold valleys lie an energy $D$ above the twofold ones. Find the in-plane factor as a function of $D$.

(e) A 15 nm silicon film on a relaxed silicon-germanium buffer has an in-plane tensile strain of 0.8 % at 300 K. Take $\tau=0.18$ ps, $10^{16}$ electrons per cm³, and the rough typical values $C_{11}=166$ GPa, $C_{12}=64$ GPa and $\Xi_u=9.0$ eV for the elastic constants and the shear deformation potential. Find $D$ and the mobility, and judge the assumptions.

## Solution

### (a) One valley, then six

Measure $\mathbf k$ from the valley minimum. The band energy is

$$E=\frac{\hbar^2}{2}\left(\frac{k_x^2}{m_x}+\frac{k_y^2}{m_y}+\frac{k_z^2}{m_z}\right),\qquad v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=\frac{\hbar k_x}{m_x}.$$

An electron has charge $-e$, so a field $F$ along $x$ gives $\hbar\,dk_x/dt=-eF$. In the steady state, the drift of the distribution $f$ through $k$-space balances its relaxation towards the equilibrium distribution $f_0$:

$$-\frac{eF}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.$$

To first order in $F$ we may replace $f$ by $f_0$ on the left, which gives

$$f=f_0+\frac{eF\tau}{\hbar}\frac{\partial f_0}{\partial k_x}\approx f_0\!\left(k_x+\frac{eF\tau}{\hbar},k_y,k_z\right).$$

This is the equilibrium distribution with its centre moved from $k_x=0$ to $k_x=-eF\tau/\hbar$. The mean velocity was zero before the shift, and $v_x$ is linear in $k_x$, so

$$\langle v_x\rangle=\frac{\hbar}{m_x}\left(-\frac{eF\tau}{\hbar}\right)=-\frac{e\tau}{m_x}F,\qquad \mu_x=\frac{|\langle v_x\rangle|}{F}=\frac{e\tau}{m_x}.$$

With several valleys, the currents add. The mobility per electron is therefore the average of $e\tau/m_x$ weighted by population: inverse masses are averaged, not masses.

In unstrained silicon each pair of valleys holds one third of the electrons. For a field along $x$, the pair on the $x$ axis responds with $m_l$ and the other two pairs with $m_t$. The conductivity mass $m_c$ is defined by

$$\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

The $y$ and $z$ directions give the same value by symmetry. The inverse-mass tensor is thus a multiple of the unit tensor, and the mobility is the same in every direction. Numerically,

$$\frac{m_0}{m_c}=\frac13\left(\frac1{0.98}+\frac2{0.19}\right)=3.849,\qquad m_c=0.2598\,m_0.$$

### (b) All electrons in the twofold valleys

Both in-plane directions lie across the axis of a $z$ valley, so the in-plane mass is $m_t$. With $\tau$ unchanged, the mobility is multiplied by

$$R=\frac{e\tau/m_t}{e\tau/m_c}=\frac{m_c}{m_t}=\frac{3}{m_t\left(1/m_l+2/m_t\right)}=\frac{3}{2+m_t/m_l}.$$

For silicon,

$$R=\frac{3}{2+0.19/0.98}=1.367\approx1.37.$$

The gain comes from removing the one third of the electrons that responded with the heavy mass. The other two thirds already responded with the light mass, so the gain is limited. If $m_l=m_t$, then $R=1$, since all valleys respond alike. If $m_l\gg m_t$, then $R\to3/2$: one third of the electrons were nearly immobile and now move like the rest. Since $m_t/m_l>0$, the mass effect of this transfer stays below $3/2$.

Averaging masses would have given $(2\times0.19+0.98)/3=0.453$ in units of $m_0$ and a factor $0.453/0.19=2.39$. That value violates the limit just found.

Along the normal, the electrons now respond with $m_l$. The factor is $m_c/m_l=0.2598/0.98=0.265$, so the normal mobility falls to about a quarter. The transfer exposes the anisotropy of the single valleys, which cancels when all six are equally filled; it does not make the electrons lighter in all directions.

### (c) Energy-dependent scattering time

Let $\tau(E)$ be the same function of kinetic energy in every valley, before and after strain. For nondegenerate electrons $f_0\propto e^{-E/kT}$, so

$$\frac{\partial f_0}{\partial k_x}=\hbar v_x\frac{\partial f_0}{\partial E}=-\frac{\hbar v_x}{kT}f_0 .$$

Inserting this in the first-order solution of part (a) gives $f-f_0=-eF\tau(E)v_xf_0/kT$, and hence

$$\mu_x=\frac{e}{kT}\left\langle\tau(E)\,v_x^2\right\rangle,$$

where the average is over $f_0$ in that valley. Now put $\hbar k_i=\sqrt{m_i}\,w_i$. Then $E=(w_x^2+w_y^2+w_z^2)/2$ and $v_x^2=w_x^2/m_x$. The ellipsoid has become a sphere, on which $w_x^2$ averages to one third of $w^2=2E$. Therefore

$$\mu_x=\frac{e\bar\tau}{m_x},\qquad \bar\tau=\frac{2}{3kT}\langle\tau(E)E\rangle .$$

The time $\bar\tau$ contains no mass, so it is common to all valleys and cancels in $R$. For constant $\tau$, $\langle E\rangle=3kT/2$ gives $\bar\tau=\tau$, as it should. A direct sum over a grid of wave vectors with $\tau\propto E^{-1/2}$ gives 1.3675, against 1.3674 from the formula.

### (d) Incomplete transfer

The substitution of part (c) also shows that each valley has the same density of states: the volume element in $\mathbf k$ acquires the factor $\sqrt{m_lm_t^2}/\hbar^3$, whichever axis is the long one. For nondegenerate electrons the populations are then in the ratio $2:4e^{-D/kT}$, and the fraction in the twofold valleys is

$$p=\frac{2}{2+4e^{-D/kT}}=\frac1{1+2e^{-D/kT}} .$$

The remaining fraction $1-p$ is shared equally between the $x$ and $y$ pairs. For a field along $x$,

$$\frac1{m_x}=\frac{p}{m_t}+\frac{1-p}{2}\left(\frac1{m_l}+\frac1{m_t}\right).$$

The same holds along $y$, so the mobility is isotropic in the plane. This expression is linear in $p$. It equals $1/m_c$ at $p=1/3$ and $1/m_t$ at $p=1$. The mobility factor relative to unstrained silicon is the straight line through these two points:

$$M(p)=1+(R-1)\,\frac{p-1/3}{1-1/3}=1+(R-1)\,\frac{3p-1}{2}.$$

At 300 K, where $kT=25.85$ meV, this gives:

| $D$ (meV) | $p$ | $M$ |
|---:|---:|---:|
| 0 | 0.333 | 1.00 |
| 25 | 0.568 | 1.13 |
| 50 | 0.776 | 1.24 |
| 100 | 0.960 | 1.35 |
| 150 | 0.994 | 1.36 |

A splitting of one $kT$ is not enough; about four are needed to come near the full factor. If $D$ is large and negative, as under strong in-plane compression, $p\to0$ and $M\to1-(R-1)/2=0.82$. The in-plane mobility then falls, within the same assumptions.

### (e) The strained film

**Splitting.** The free surface carries no normal stress. With in-plane strain $\varepsilon$ along both $x$ and $y$,

$$0=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon=-0.617\ \%.$$

In linear deformation-potential theory, a valley on axis $i$ shifts by $\Xi_u\varepsilon_{ii}$ plus a term common to all six valleys. The common term cancels in the difference:

$$D=\Xi_u(\varepsilon-\varepsilon_{zz})=9.0\ \text{eV}\times(0.00800+0.00617)=127.5\ \text{meV}.$$

The sign is positive: tension in the plane contracts the film along $z$ and lowers the $z$ valleys relative to the others.

**Mobility.** Here $D/kT=4.933$, so $p=1/(1+2e^{-4.933})=0.986$ and

$$M=1+0.3674\times\frac{3(0.9858)-1}{2}=1.36 .$$

The unstrained mobility is $e\tau/m_c=1219$ cm²/Vs. The film has $1219\times1.3596\approx1657$ cm²/Vs, against 1666 cm²/Vs for complete transfer. Thermal occupation of the fourfold valleys thus costs about half a percent. The last digits serve only this comparison, since $\tau$ is given to two figures.

**Smaller corrections.** At $10^{16}$ cm⁻³, Fermi statistics leave $p$ at 0.986. At $10^{19}$ cm⁻³ they lower it to 0.980 and $M$ to 1.356, if $\tau$ is still held constant. Hard walls 15 nm apart raise the lowest level by 1.7 meV in the twofold valleys, whose mass along $z$ is $m_l$, and by 8.8 meV in the fourfold ones, whose mass along $z$ is $m_t$. The difference of 7.1 meV adds to the separation of the lowest levels and is small beside 127.5 meV; summing over all subbands gives $p=0.989$ and $M=1.361$. Hard walls are an upper estimate: the conduction-band step at the buffer is finite and roughly as large as $D$, so the fourfold valleys are barely confined on that side. The given $m_l$ is somewhat high; with $0.92\,m_0$, close to the usual value for silicon, the full-transfer factor is 1.36 instead of 1.37.

**The scattering time.** Of the effects estimated here, the largest correction comes from the assumption that $\tau$ does not change. Electrons in a $z$ valley can be scattered into the fourfold valleys by phonons (f-type scattering). In the film, the final state must lie at least $D$ above the bottom of the twofold valleys. With a phonon of 50 meV, absorption requires a kinetic energy above $127.5-50=77.5$ meV, or $3.0\,kT$, and emission requires more than 177.5 meV. Without strain, absorption is possible at any kinetic energy. The splitting therefore closes this channel to most electrons.

A rough estimate includes acoustic phonons, the f-type phonon, and a 60 meV phonon that connects opposite valleys (g-type), with rough couplings of 9.0 eV (sound speed 6600 m/s, density 2330 kg/m³), $3\times10^8$ eV/cm and $1.1\times10^9$ eV/cm respectively. For electrons in the twofold valleys, the mean scattering time rises by a factor of 1.11. Removing f-type scattering altogether would give 1.12, so in this model the film has nearly exhausted that gain. The size of the gain depends strongly on the assumed f-type coupling: a stronger coupling makes its removal more valuable, so 1.11 is an illustration and not a firm value. With f-type couplings of 2, 4 and $6\times10^8$ eV/cm the factor is 1.05, 1.20 and 1.44. The model's unstrained mean time, 0.159 ps, corresponds to only about 1080 cm²/Vs, so it scatters too strongly; weakening the acoustic rate until it gives 1219 cm²/Vs raises the factor to 1.13. If the factor 1.11 is applied to all electrons, the combined enhancement is $1.36\times1.11\approx1.5$.

**Comparison with real films.** The strain and splitting are in the range used for strained silicon on silicon-germanium, and 1219 cm²/Vs is a reasonable room-temperature mobility for lightly doped bulk silicon. A thickness of 15 nm at this strain lies near the equilibrium critical thickness for misfit dislocations, about 12 to 17 nm, so the full strain is not guaranteed. The number 1.37 should be read as the mass contribution, not as a prediction of a measured ratio; the altered phonon scattering alone moves it to roughly 1.5 in the estimate above, and to between about 1.4 and 1.9 for f-type couplings from 2 to $6\times10^8$ eV/cm. Scattering by impurities, defects and surfaces, any anisotropy of $\tau$ and any change of the masses with strain are left out and can shift the ratio further.

The reference also matters. In a transistor channel, confinement by the gate field can already favour the twofold valleys before strain is applied. The table in part (d) does not apply there, because confinement also changes the densities of states, but $M(p)$ still holds for a given population as long as $\tau$ is equal in all valleys. If three quarters of the electrons were already in the twofold valleys, the starting factor would be $M(0.75)=1.23$, and strain could add at most $1.367/1.230=1.11$ through the masses at equal and unchanged $\tau$. This is not a bound on real channels: the two-dimensional density-of-states masses differ, $m_t=0.19\,m_0$ against $\sqrt{m_lm_t}=0.43\,m_0$, and if $\tau$ is inversely proportional to them the same transfer gives 1.23.

## Numbers as computed

```
longitudinal mass: 0.98 m0
transverse mass: 0.19 m0
unstrained conductivity mass: 0.2598 m0
in-plane factor, full transfer, formula: 1.3674
in-plane factor, full transfer, k grid: 1.3674
same, tau ~ E^(-1/2), k grid: 1.3675
factor along film normal, full transfer: 0.2651
wrong factor from averaging masses: 2.39
in-plane factor if ml were 0.92 m0: 1.3596
temperature: 300 K
kT: 25.85 meV
scattering time: 0.18 ps
in-plane strain: 0.80 %
C11, C12 (rough): 166, 64 GPa
deformation potential Xi_u (rough): 9.0 eV
strain along normal: -0.617 %
valley splitting: 127.5 meV
splitting / kT: 4.933
fraction in twofold valleys: 0.9858
in-plane factor of the film: 1.3596
mobility, unstrained: 1219 cm2/Vs
mobility, film: 1657 cm2/Vs
mobility, full transfer: 1666 cm2/Vs
normal mobility, full transfer: 323 cm2/Vs
splitting 0 meV: p = 0.3333, factor = 1.0000
splitting 25 meV: p = 0.5680, factor = 1.1294
splitting 50 meV: p = 0.7757, factor = 1.2438
splitting 100 meV: p = 0.9599, factor = 1.3453
splitting 150 meV: p = 0.9940, factor = 1.3641
electron density: 1e+16 cm^-3
p with Fermi statistics: 0.9858
p at 1e+19 cm^-3: 0.9798
factor at 1e+19 cm^-3: 1.3563
film thickness: 15 nm
confinement energy, twofold: 1.71 meV
confinement energy, fourfold: 8.80 meV
added splitting by confinement: 7.09 meV
acoustic coupling (rough): 9.0 eV
f phonon (rough): 50 meV, 3e+08 eV/cm
g phonon (rough): 60 meV, 1.1e+09 eV/cm
phonon-model mean time, unstrained: 0.159 ps
phonon-model mean time, film: 0.177 ps
scattering-time ratio, film: 1.114
ratio with f scattering absent: 1.117
rough combined factor: 1.51
```
